Efficiency Limits of a Single-Gap Solar Cell Under a Blackbody Sun

Before computing band gaps to screen candidate solar absorbers, one must decide which gaps to keep and how accurate the gaps must be. A useful guide is the efficiency limit of an ideal cell that absorbs every photon above the gap and none below it. For the model derived here, the limit is 30.0, 31.0 and 30.3 percent at gaps of 1.1, 1.3 and 1.5 eV, so for a gap of 1.3 eV an error of 0.2 eV in either direction shifts the predicted limit by about one percentage point or less. Between 0.7 and 0.9 eV the limit climbs from 21.8 to 27.1 percent, and there the same error matters far more. A cheap electronic-structure method may therefore be good enough for one candidate and not for another.

The model cell has a gap Eg. It absorbs every photon of energy E ≥ Eg that reaches its front face and none of lower energy, and each absorbed photon creates one electron-hole pair. The sun is a blackbody at temperature Ts. Energies are in eV and voltages in V, because atomic units are awkward for devices; q is the positive elementary charge and k is Boltzmann's constant.

The first quantity needed is the photon flux. With two polarizations there are 2 d³p/h³ photon states per unit volume in the momentum element d³p. Since p = E/c,

d³p = p² dp dΩ = E² dE dΩ/c³.

Photons travelling at angle θ to the surface normal cross unit area at the rate c cos θ times their density. If each state holds n photons on average, the flux is

[2E²/(h³c²)] n cos θ dΩ dE.

For radiation filling a cone of half-angle θs about the normal, the angular integral is

2π ∫₀^θs cos θ sin θ dθ = π sin²θs.

A full hemisphere gives π. With the Planck occupation n = 1/(e^{E/kT} − 1), the hemispherical flux above the gap is therefore

Φ(Eg,T) = (2π/h³c²) ∫_Eg^∞ E² dE/(e^{E/kT} − 1).

The occupation of a state does not change along a ray through empty space, so sunlight reaches the cell with the occupation it had at the solar surface. Distance enters through the cone angle. With s = sin θs, a cell facing the sun receives the flux s²Φ(Eg,Ts).

The incident power follows by weighting each photon with E and including all energies. With t = E/kTs,

P = s² (2π/h³c²)(kTs)⁴ ∫₀^∞ t³ dt/(eᵗ − 1).

Expanding 1/(eᵗ − 1) = Σ e^{−nt}, n = 1, 2, …, turns the integral into 6 Σ 1/n⁴ = π⁴/15. The result is P = s²σTs⁴, with σ the Stefan-Boltzmann constant.

Suppose first that each pair delivers the full energy Eg. A photon with E > Eg creates its pair with excess energy, which is assumed to be lost as heat to the lattice. The useful power is then Eg s²Φ(Eg,Ts). Writing x = Eg/kTs and

G(x) = ∫ₓ^∞ t² dt/(eᵗ − 1),

we have Φ(Eg,Ts) = (2π/h³c²)(kTs)³G(x). Dividing the useful power by P cancels s², the prefactor and four powers of kTs:

u(x) = (15/π⁴) x G(x).

This is the ultimate efficiency. It does not depend on the distance to the sun, since useful and incident power are both proportional to s². The same expansion of the Bose factor, followed by two integrations by parts in each term, gives a rapidly convergent form at the gaps of interest:

G(x) = Σ e^{−nx}(x²/n + 2x/n² + 2/n³).

For small x nearly all photons are absorbed but each delivers little, and u vanishes in proportion to x. For large x few photons are energetic enough, and u falls as x³e^{−x}. To locate the maximum between these limits, let g(x) = x²/(eˣ − 1), so that G′ = −g. Then

d(xG)/dx = G − xg = D(x),

and the maximum satisfies D = 0, or

G(x) = x³/(eˣ − 1).

That there is one such point follows from the slope of D. Differentiating gives D′ = −2g − xg′, while

g′ = g[2/x − eˣ/(eˣ − 1)] = g[2/x − 1/(1 − e^{−x})].

Substitution yields

D′ = −g[4 − x/(1 − e^{−x})].

The function x/(1 − e^{−x}) starts at 1 and grows steadily, because the numerator of its derivative is 1 − e^{−x} − xe^{−x} = e^{−x}(eˣ − 1 − x) > 0. It passes 4 once, at x = 3.92. Thus D falls from its initial value 2 Σ 1/n³ > 0 until x = 3.92 and rises afterwards. Since D tends to zero at large x, it must approach zero from below. It therefore crosses zero once, on the falling part, and u has a single maximum.

Numerically the crossing lies at x = 2.166, where G = 1.3157. With π⁴/15 = 6.494,

u_max = 2.166 × 1.3157/6.494 = 0.439.

For Ts = 6000 K, kTs = 0.5170 eV and the corresponding gap is 1.12 eV. The value 44 percent describes a cell that delivers Eg per pair and emits no light. A cell at a finite temperature Tc can do neither.

To find what it must emit, consider one upper level E₂ and one lower level E₁ with E = E₂ − E₁. Within each band the electrons are taken to be in thermal equilibrium at Tc, but the bands have separate quasi-Fermi levels F₂ and F₁. The occupations are

f₂ = 1/(e^{(E₂−F₂)/kTc} + 1), f₁ = 1/(e^{(E₁−F₁)/kTc} + 1).

Let n now be the photon occupation along a ray in the absorber. Emission requires a filled upper and an empty lower level and is proportional to n + 1, the 1 being spontaneous emission. Absorption requires the reverse filling and is proportional to n. With a common coupling strength b per unit length,

dn/dz = b[f₂(1 − f₁)(n + 1) − f₁(1 − f₂)n].

The terms proportional to n combine through f₂(1 − f₁) − f₁(1 − f₂) = f₂ − f₁. Hence

dn/dz = α(n_μ − n), α = b(f₁ − f₂), n_μ = f₂(1 − f₁)/(f₁ − f₂).

To simplify n_μ, take its reciprocal and write f₁ − f₂ = f₁(1 − f₂) − f₂(1 − f₁):

1/n_μ = f₁(1 − f₂)/[f₂(1 − f₁)] − 1.

The Fermi functions obey (1 − f)/f = e^{(E_level−F)/kTc}. Using this for both levels, with μ = F₂ − F₁, gives

n_μ = 1/(e^{(E−μ)/kTc} − 1).

The individual level energies have dropped out. All pairs of levels with the same E therefore lead to the same n_μ, and the splitting μ acts as a chemical potential of the emitted light.

For constant α, a path of length L changes the occupation to

n(L) = n(0)e^{−αL} + (1 − e^{−αL})n_μ.

The absorbed fraction is a = 1 − e^{−αL}, and the emission found with no incoming light is a n_μ. A good absorber is necessarily a good emitter at the same photon energy. In a numerical test with E − μ = 1.5 kTc, integration along the ray gave a = 0.7193 and an emitted occupation of 0.2066, which agrees with 0.7193 × 0.2872. The derivation needs μ < E, since otherwise α is not positive and the material no longer absorbs.

The model cell has a = 1 above the gap and a = 0 below it, and its front face is assumed not to reflect. Transport is lossless, so μ is uniform and equal to qV, where V is the voltage between the contacts. A perfect mirror covers the rear, so light leaves through the front alone. The emitted photon flux is then

Φ_em(V) = (2π/h³c²) ∫_Eg^∞ E² dE/(e^{(E−qV)/kTc} − 1).

The cell also receives ambient light at Tc from the part of the hemisphere not covered by the sun. Let J be positive when the cell delivers power. With radiative recombination as the one way to lose pairs, steady state requires that extracted pairs equal absorbed minus emitted photons:

J = q[s²Φ(Eg,Ts) + (1 − s²)Φ(Eg,Tc) − Φ_em(V)].

When Eg − qV is many times kTc, the −1 in the emission denominator is negligible, with a relative error of order e^{−(Eg−qV)/kTc}. The exponential of the voltage then factors out:

Φ_em(V) ≈ eᵛ Φ(Eg,Tc), v = qV/kTc.

Insert this and separate one full ambient flux from the rest:

J = qs²[Φ(Eg,Ts) − Φ(Eg,Tc)] − qΦ(Eg,Tc)(eᵛ − 1).

With Jph for the first term and J0 = qΦ(Eg,Tc), this is the diode equation

J = Jph − J0(eᵛ − 1).

The second term is the radiative dark current. Its prefactor is fixed by the thermal light that the cell exchanges with its surroundings at V = 0, so it cannot be removed by better material quality.

Consider a model cell with Eg = 1.30 eV, Ts = 6000 K, Tc = 300 K and s = 0.00465, a value chosen for the model and close to the half-angle of the sun seen from the Earth, roughly 0.005 rad. Then s² = 2.162 × 10⁻⁵ and P = 1589 W/m². The reduced gap is x = 1.30/0.5170 = 2.514, and G = 1.1124, so

u = 2.514 × 1.1124/6.494 = 0.431.

The currents are Jph = 52.64 mA/cm² and J0 = 1.043 × 10⁻¹⁶ mA/cm². The photocurrent confirms the value of u: 526.4 A/m² times 1.30 V is 684 W/m², which is 43.1 percent of P.

At open circuit J = 0, and therefore

v_oc = ln(1 + Jph/J0).

Here Jph/J0 = 5.048 × 10¹⁷, giving v_oc = 40.763. Multiplication by kTc/q = 0.025852 V gives Voc = 1.054 V, about a quarter of a volt below Eg/q.

The origin of this shortfall becomes visible when the leading behaviour of G is taken out. Define B(y) = eʸG(y)/y², which tends to 1 for large y. The flux becomes

Φ(Eg,T) = (2π/h³c²) kT Eg² e^{−Eg/kT} B(Eg/kT).

In Jph/J0 we may drop Φ(Eg,Tc) beside Φ(Eg,Ts), and in v_oc the 1 beside Jph/J0. What remains is s²Φ(Eg,Ts)/Φ(Eg,Tc), in which Eg² and the constants cancel. Taking the logarithm and multiplying by kTc gives

qVoc = Eg(1 − Tc/Ts) + kTc ln(Ts/Tc) − kTc ln(1/s²) + kTc ln[B(Eg/kTs)/B(Eg/kTc)].

For the model cell the four terms, divided by q, are

1.2350 + 0.0774 − 0.2777 + 0.0191 = 1.0538 V.

The first term is the gap times the Carnot factor between sun and cell. The large negative term is geometrical: the cell receives sunlight from a small cone but emits into the whole hemisphere. The other two terms come mainly from the different number of thermally accessible photon states above the gap at the two temperatures; B also contains the n > 1 terms of the series for G, the departure of the Planck occupation from a pure exponential.

No power is delivered at open circuit. The operating point follows from maximizing vJ:

d(vJ)/dv = Jph + J0 − J0eᵛ − J0veᵛ = 0.

The second derivative is −J0(2 + v)eᵛ, which is negative for v ≥ 0, so the stationary point v_m is the maximum. Division by J0 gives

(1 + v_m)e^{v_m} = 1 + Jph/J0 = e^{v_oc}.

Multiplying by e produces the form we^w with w = 1 + v_m. The Lambert function W is defined by W(y)e^{W(y)} = y, so

v_m = W(e^{1+v_oc}) − 1.

Equivalently, v_m + ln(1 + v_m) = v_oc. For the model cell v_m = 37.122, and indeed 37.122 + ln 38.122 = 40.763. The voltage is Vm = 0.960 V.

For the current, replace Jph + J0 in the diode equation by J0(1 + v_m)e^{v_m}:

J_m = J0(1 + v_m)e^{v_m} − J0e^{v_m} = J0v_me^{v_m}.

Since Jph = J0(e^{v_oc} − 1), and the 1 is negligible here,

J_m/Jph ≈ v_m/(1 + v_m) = 37.122/38.122 = 0.974.

The efficiency η = VmJ_m/P can now be split by inserting Eg and Jph:

η = [EgJph/(qP)] × [qVm/Eg] × [J_m/Jph].

The first factor is u apart from the ratio Φ(Eg,Tc)/Φ(Eg,Ts), which is far below any digit shown. Thus

η = 0.4307 × 0.7382 × 0.9738 = 0.310.

The same result follows from the power: 0.9597 V × 512.6 A/m² = 492 W/m², out of 1589 W/m². As a numerical check, the diode formulas were tested against direct maximization of VJ with the full Bose emission integral. They agree to better than one part in 10⁵ of the efficiency for gaps from 0.7 to 2.1 eV.

The factors also show where the sunlight goes. Photons below the gap carry 28.7 percent of the incident power, and the excess energy of the absorbed photons accounts for 28.2 percent. These two losses make up 1 − u. Operating at Vm instead of Eg/q costs u(1 − qVm/Eg), or 11.3 percent. The reduction of the current by emission costs a further u(qVm/Eg)(1 − J_m/Jph), or 0.8 percent. The remaining 31.0 percent is electrical output. Radiative emission thus removes little current at the operating point. Its main effect is to limit the voltage, because the emission grows exponentially if the voltage is raised further.

Repeating the calculation for other gaps gives the limit of the model cell as a function of Eg:

Eg = 0.7 eV: u = 38.2 %, η = 21.8 %
Eg = 0.9 eV: u = 42.4 %, η = 27.1 %
Eg = 1.1 eV: u = 43.9 %, η = 30.0 %
Eg = 1.3 eV: u = 43.1 %, η = 31.0 %
Eg = 1.5 eV: u = 40.6 %, η = 30.3 %
Eg = 1.7 eV: u = 37.2 %, η = 28.5 %
Eg = 1.9 eV: u = 33.1 %, η = 25.9 %
Eg = 2.1 eV: u = 28.9 %, η = 23.0 %

The best gap is 1.31 eV, with η = 31.0 percent. It lies above the 1.12 eV that maximizes u, and the voltage formula explains the direction of the shift. Part of the shortfall Eg − qVoc is proportional to Eg, but the geometrical term and the term in ln(Ts/Tc) together contribute 0.2777 − 0.0774 = 0.200 eV whatever the gap. This fixed amount is a smaller fraction of a larger gap. The further drop from Voc to Vm, (kTc/q) ln(1 + v_m) or 0.094 V at 1.30 eV, grows only logarithmically and so is also a smaller fraction of a larger gap, and the current factor v_m/(1 + v_m) increases with the gap. The term in B shrinks as the gap grows and works the other way, but it is small, 0.019 V at 1.30 eV. The computed ratio η/u rises through the list, from 0.57 at 0.7 eV to 0.80 at 2.1 eV. At the maximum of u its slope vanishes while η/u is still rising, so η is still rising there too.

The two efficiencies are linked by a bound and a limit. Emission grows with V, so J ≤ Jph for V ≥ 0, and an absorbing cell has qV < Eg. Therefore VJ is smaller than EgJph/q, and η stays below u. Now hold V at any fixed value with qV < Eg and let Tc go to zero. The occupation 1/(e^{(E−qV)/kTc} − 1) vanishes for every E ≥ Eg, the current tends to qs²Φ(Eg,Ts), and the efficiency tends to u qV/Eg. Since qV may be chosen as close to Eg as desired, the best efficiency tends to u. For the 1.30 eV cell it is 31.0, 39.0, 41.8 and 42.9 percent at 300, 100, 30 and 3 K, approaching u = 43.1 percent. The ultimate efficiency is thus the cold-cell limit of the full balance.

The value of 31 percent belongs to the stated conditions. If the rear mirror is removed and the rear faces surroundings at Tc through air or vacuum (refractive index 1), the cell gains an ambient flux Φ(Eg,Tc) and emits an additional eᵛΦ(Eg,Tc). The balance becomes

J = Jph − 2J0(eᵛ − 1).

The photocurrent is unchanged but the dark current doubles, which lowers Voc by (kTc/q) ln 2, about 18 mV. The best efficiency drops to 30.4 percent. A rear face in optical contact with an absorbing substrate of refractive index n_r, not above that of the cell, emits n_r² times as much, so the factor 2 becomes 1 + n_r² and the loss is larger. Any non-radiative recombination subtracts further current at a given positive voltage and so lowers the maximum power as well.

Concentrating the sunlight acts in the opposite direction, because it reduces the mismatch between the cones of absorption and emission. In the extreme case sunlight fills the whole hemisphere and s² = 1. For the 1.30 eV cell, the diode formula would then give Voc = 1.33 V, above Eg/q, which contradicts the condition μ < E. The Boltzmann approximation has failed, since Eg − qV is no longer large compared with kTc. The full Bose integral gives Voc = 1.299 V, just below Eg/q, and an efficiency of 39.9 percent, provided the cell can still be held at 300 K. This open-circuit voltage lies only about 0.03 kTc/q below Eg/q, where f₁ − f₂, and with it α, nearly vanishes at the band edge. The value of Voc therefore relies on keeping a = 1 there, which an absorber of finite thickness cannot do.

The sun's spectrum enters through Φ(Eg,Ts) and P. For a measured spectrum these two quantities must be replaced by the corresponding integrals over the data, while the emission side of the balance remains as derived. The efficiencies and the best gap generally change, so screening for a particular spectrum needs the curve computed with that spectrum. A real absorber also has a gradual onset instead of a step. Absorbed and emitted fluxes must then both be weighted with its absorptance at each photon energy, and the gap alone no longer fixes the limit. The assumption of one pair per photon is more basic: if a photon of energy above 2Eg could create two pairs, Jph could exceed the value used here. Then η would no longer be an upper bound, and the argument that keeps the efficiency below u would no longer apply: in the cold-cell limit the efficiency tends to EgJph/(qP), which would exceed u.

Values computed for the example and the checks

```
Sun temperature Ts = 6000 K, cell Tc = 300 K
k Ts = 0.51704 eV, k Tc = 0.025852 eV
s = 0.00465, s^2 = 2.1622e-05
Incident power = 1589.0 W/m^2
Best x = Eg/kTs = 2.1657
Gap at best x = 1.1198 eV
G at best x = 1.31566
Maximum ultimate efficiency = 43.878 %
Minimum of D(x) at x = 3.9207
Slab test: absorptance = 0.71925
Slab test: emitted occupation = 0.206581
Slab test: Bose occupation with mu = 0.287217
Model cell: Eg = 1.30 eV
Eg/kTs = 2.5143, Eg/kTc = 50.286
G(Eg/kTs) = 1.11240
Ultimate efficiency u = 43.070 %
Jph = 52.644 mA/cm^2
J0 = 1.0429e-16 mA/cm^2
Jph/J0 = 5.0481e+17
v_oc = 40.7630, v_m = 37.1222
Voc = 1.0538 V, Vm = 0.9597 V
Voc term Eg(1-Tc/Ts)/q = 1.2350 V
Voc term kTc ln(Ts/Tc)/q = 0.0774 V
Voc term kTc ln(s^2)/q = -0.2777 V
Voc term from finite gap = 0.0191 V
qVm/Eg = 0.73822, Jm/Jph = 0.97377
Jm = 51.263 mA/cm^2
Maximum power = 491.97 W/m^2
Efficiency, formula = 30.9608 %
Efficiency, direct = 30.9608 %
Budget: below gap = 28.71 %
Budget: heat above gap = 28.22 %
Budget: voltage below Eg/q = 11.27 %
Budget: emission at Vm = 0.83 %
Eg 0.7 eV: u 38.21 %, limit 21.81 %
Eg 0.9 eV: u 42.43 %, limit 27.08 %
Eg 1.1 eV: u 43.87 %, limit 30.04 %
Eg 1.3 eV: u 43.07 %, limit 30.96 %
Eg 1.5 eV: u 40.65 %, limit 30.28 %
Eg 1.7 eV: u 37.17 %, limit 28.46 %
Eg 1.9 eV: u 33.12 %, limit 25.92 %
Eg 2.1 eV: u 28.87 %, limit 22.99 %
Best gap with emission = 1.306 eV
Best efficiency with emission = 30.961 %
Model cell at Tc = 300 K: efficiency 30.96 %
Model cell at Tc = 100 K: efficiency 38.98 %
Model cell at Tc = 30 K: efficiency 41.84 %
Model cell at Tc = 3 K: efficiency 42.95 %
Model cell without mirror = 30.38 %
Best efficiency without mirror = 30.39 %
Full concentration, Bose: efficiency = 39.92 %
Full concentration, Bose: Voc = 1.2992 V
Full concentration, Boltzmann: Voc = 1.3315 V
```
